# Mean Si-H bond-breaking time from a subtraction-free first-passage solution

## A bond with two levels

Take a Si-H bond with only two vibrational levels. Hot carriers lift it from level 0 to level 1 at rate $u$, it relaxes back at rate $d$, and from level 1 the hydrogen escapes at rate $k$. Let $\tau_0,\tau_1$ be the mean times to escape from each level. From level 0 the bond waits $1/u$ on average and then stands in level 1. From level 1 it waits $1/(d+k)$ and falls back with probability $d/(d+k)$:

$$\tau_0=\frac1u+\tau_1,\qquad \tau_1=\frac1{d+k}+\frac{d}{d+k}\,\tau_0 .$$

Inserting the second equation in the first and collecting $\tau_0$ gives

$$\tau_0\frac{k}{d+k}=\frac{u+d+k}{u(d+k)}\quad\Rightarrow\quad \tau_0=\frac{u+d+k}{uk}.$$

Two obvious numerical methods break down when $k/d$ becomes extremely small. The first follows random trajectories. Each visit to level 1 succeeds with probability $k/(d+k)$, so a trajectory needs $(d+k)/k$ visits on average, with two jumps per visit. Nearly all the work goes into failed attempts.

The second method gives the two equations to an ordinary linear solver. Their matrix is

$$\begin{pmatrix}u&-u\\-d&d+k\end{pmatrix},\qquad \det=u(d+k)-ud=uk .$$

The answer depends on $k$, but the matrix stores only $d+k$. In arithmetic with relative rounding $\epsilon$, recovering $k$ as $(d+k)-d$ has a relative error of order $\epsilon d/k$. If $k$ is well below $\epsilon d$, nothing of $k$ is left. The formula for $\tau_0$ has no such difficulty, because it adds, multiplies and divides positive numbers. The aim is to keep that property for a full ladder of levels.

## Levels and rates

The stretching coordinate $x$ moves in a Morse well. In atomic units ($\hbar=1$),

$$H=\frac{p^2}{2\mu}+D\left(1-e^{-ax}\right)^2 ,$$

where $\mu$ is the reduced mass of one H and one Si atom. I take $D=2.6$ eV and $a=1.8$ Å$^{-1}$. Near the minimum the potential is $Da^2x^2=\tfrac12\mu\omega^2x^2$, so $\omega=a\sqrt{2D/\mu}$, which is 0.2690 eV. The standard Morse energies are

$$E_n=\omega\left(n+\tfrac12\right)-\frac{\omega^2}{4D}\left(n+\tfrac12\right)^2 .$$

They give a first gap $E_1-E_0=\omega-\omega^2/(2D)=0.2551$ eV. There are 19 bound levels, $n=0$ to 18, and escape from the ground level costs 2.467 eV.

The states are computed by diagonalizing $H$ on a grid in a long box, which turns the continuum above $D$ into closely spaced states. The bound energies agree with the closed form within $10^{-6}$ eV. The matrix elements $x_{mn}$ can be tested too. Since $[H,x]=-ip/\mu$ and $[x,p]=i$, we have $[x,[H,x]]=1/\mu$. Its expectation value in state $n$, with a complete set inserted, is $2\sum_m(E_m-E_n)|x_{mn}|^2$, so

$$\sum_m 2\mu(E_m-E_n)|x_{mn}|^2=1 ,$$

where the sum includes the continuum. This holds within $10^{-5}$ for levels 0 and 9. Moving the outer wall from 10 to 13 Å changes the final breaking time by a fraction $2.6\times10^{-7}$.

Two baths cause jumps, both through a coupling linear in $x$. For carriers, assume a constant two-dimensional density of states, an electronic matrix element independent of energy, and Boltzmann occupation at an effective temperature $T_c$. The golden rule then sums over initial carrier energies $\varepsilon$. When the bond loses energy, every carrier can take it up. When the bond gains $\Delta>0$, only carriers with $\varepsilon>\Delta$ can pay:

$$\frac{\text{up}}{\text{down}}=\frac{\int_\Delta^\infty e^{-\varepsilon/k_BT_c}\,d\varepsilon}{\int_0^\infty e^{-\varepsilon/k_BT_c}\,d\varepsilon}=e^{-\Delta/k_BT_c}.$$

For the lattice I assume the same form at the lattice temperature $T$. Detailed balance requires its exponential; the absence of any further dependence on $\Delta$ is a model choice. For both baths the downward rate is therefore proportional to $|x_{mn}|^2$. The lattice-induced $1\to0$ rate is $1/T_1$, and the carrier-induced one is $\Phi\sigma$, with carrier flux $\Phi$ and cross section $\sigma$.

Write $w_{nm}$ for the total rate from bound level $n$ to bound level $m$, and $k_n$ for the rate from $n$ summed over all continuum states. Hydrogen that reaches the continuum is counted as lost. Rate equations need level spacings well above the level broadening; here the smallest bound gap is 0.0185 eV and the largest broadening $7.5\times10^{-5}$ eV.

The example uses $T=300$ K, $T_1=1$ ns, $k_BT_c=0.2$ eV, a current density of 20 MA/cm$^2$ and $\sigma=2\times10^{-18}$ cm$^2$. Then $\Phi\sigma=2.50\times10^{8}$ s$^{-1}$, and

$$w_{10}=(10.0+2.5)\times10^{8}=1.25\times10^{9}\ \text{s}^{-1},$$
$$w_{01}\approx2.50\times10^{8}\,e^{-0.2551/0.2}\approx7.0\times10^{7}\ \text{s}^{-1}.$$

The lattice adds less than 0.1% to $w_{01}$.

## The first-passage system

Let $S_n=k_n+\sum_{m\ne n}w_{nm}$ be the total rate out of level $n$. The bond waits $1/S_n$ on average, then jumps to $m$ with probability $w_{nm}/S_n$ or escapes. Hence $\tau_n=1/S_n+\sum_m(w_{nm}/S_n)\tau_m$, and multiplying by $S_n$ gives

$$\Big(k_n+\sum_{m\ne n}w_{nm}\Big)\tau_n-\sum_{m\ne n}w_{nm}\tau_m=1,$$

or $K\tau=\mathbf 1$. The times are finite because every level can escape.

The same matrix governs direct propagation. The row of populations obeys $dp/dt=-pK$, so a bond starting in level 0 survives with probability $S(t)=[e^{-Kt}\mathbf 1]_0$. The density of breaking times is $-dS/dt$, and integration by parts gives

$$\langle t\rangle=-\int_0^\infty t\,\frac{dS}{dt}\,dt=\int_0^\infty S\,dt=[K^{-1}\mathbf 1]_0=\tau_0 .$$

Other right-hand sides answer other questions. Entry $G_{0n}=[K^{-1}]_{0n}$ is the mean total time spent in level $n$ after a start in level 0. Solving $Ky=r$ therefore gives $y_0=\sum_nG_{0n}r_n$, the mean accumulated amount of anything gathered at rate $r_n$ in level $n$. With $r_n=S_n$ this is the mean number of jumps $M$, the final escape included. The second moment is $\langle t^2\rangle=2\int_0^\infty tS\,dt=2[K^{-2}\mathbf 1]_0$, so it follows from $r=2\tau$.

## One number measures both failures

The jump count $M$ is the cost of one trajectory. It also measures the digits lost by an ordinary solver. Suppose each diagonal element $S_n$ is stored as $S_n(1+\delta_n)$, with $|\delta_n|$ of order $\epsilon$. To first order,

$$\delta\tau_0=-\sum_nG_{0n}S_n\delta_n\tau_n .$$

Here $G_{0n}S_n$ is the mean number of jumps that start in level $n$. Nearly all jumps start in low levels, for which $\tau_n\approx\tau_0$. The relative error is then of order

$$\epsilon\sum_nG_{0n}S_n=\epsilon M .$$

This is an estimate and not a bound, since the signs of the $\delta_n$ matter and elimination adds roundings of its own.

In the example $M=6.1\times10^{11}$. At an assumed $10^6$ jumps per second, one trajectory would take about seven days, and a mean good to 1% would need about $10^4$ of them. In double precision, $\epsilon=1.1\times10^{-16}$ gives $\epsilon M\approx7\times10^{-5}$; the ordinary solver's actual relative error is $5.5\times10^{-5}$.

That error would be tolerable, but it grows with the lifetime. With the carriers switched off, the correct mean time is $8.7\times10^{30}$ s. The ground level is then left at about $10^9e^{-0.2551/0.0259}\approx5\times10^4$ s$^{-1}$, so $M$ exceeds $10^{35}$ and $\epsilon M\gg1$. The ordinary solver returns $-3.7\times10^{11}$ s, wrong even in sign.

## Eliminating levels without subtraction

The cure is to store the rates $w_{nm}$ and $k_n$ and never the diagonal. Remove the highest remaining level $j$ from the system with general right-hand side $r$. Its equation gives

$$\tau_j=\frac{r_j+\sum_{m<j}w_{jm}\tau_m}{S_j},\qquad S_j=k_j+\sum_{m<j}w_{jm}.$$

Insert this in the equation of a lower level $i$. The term $-w_{ij}\tau_j$ contributes $-w_{ij}w_{jm}/S_j$ to the coefficient of each $\tau_m$, and it moves $w_{ij}r_j/S_j$ to the right-hand side. For $m=i$ it changes the diagonal, which becomes

$$k_i+\sum_{\substack{m<j\\m\ne i}}w_{im}+w_{ij}\left(1-\frac{w_{ji}}{S_j}\right).$$

Here is the dangerous subtraction. It can be done on paper, because $S_j-w_{ji}$ is the sum of the other exits from $j$:

$$w_{ij}\left(1-\frac{w_{ji}}{S_j}\right)=\frac{w_{ij}}{S_j}\Big(k_j+\sum_{\substack{m<j\\m\ne i}}w_{jm}\Big).$$

The reduced system thus has the same form as the old one, with

$$w_{im}\leftarrow w_{im}+\frac{w_{ij}w_{jm}}{S_j},\quad k_i\leftarrow k_i+\frac{w_{ij}k_j}{S_j},\quad r_i\leftarrow r_i+\frac{w_{ij}r_j}{S_j}\qquad(m\ne i).$$

The new rates describe the bond as seen by an observer who ignores visits to level $j$. A detour $i\to j\to m$ becomes a direct jump, a detour that ends in escape adds to $k_i$, and a detour back to $i$ is no jump at all. The time spent on detours is kept in $r_i$.

The procedure is:

1. For $j=18,17,\dots,1$, form $S_j$ from the current rates and update all levels below $j$.
2. Set $\tau_0=r_0/k_0$.
3. For $j=1,\dots,18$, compute $\tau_j$ from its own equation, using the rates stored when $j$ was removed.

Every $S_j$ is positive, so the procedure never stops early and the solution is unique. For two levels it gives $k_0\to uk/(d+k)$ and $r_0\to1+u/(d+k)$, whose ratio is the opening result. For 19 levels there are $\sum_{j=1}^{18}j^2=2109$ updates of jump and escape rates, $j(j-1)$ and $j$ of them for each removed level, however long the bond lives.

Without subtraction there is no cancellation. Small rounding errors can still accumulate from step to step, so their size is tested: with carriers, all 19 times agree with a 100-digit solution within a relative $10^{-11}$, and so does $\tau_0$ without carriers. This accuracy concerns the solution for given rates, not the physical rates themselves.

## Verification by propagation

Explicit time steps short enough for the fastest level would number more than $10^{14}$ per mean lifetime. Doubling avoids them. With $P(t)=e^{-Kt}$ and $I(t)=\int_0^tP(s)\mathbf 1\,ds$, splitting the integral at $t$ gives

$$P(2t)=P(t)^2,\qquad I(2t)=I(t)+P(t)I(t).$$

The first step, $\tau_0/2^{50}\approx3.6\times10^{-12}$ s, is a Taylor series. Because $P$ needs the diagonal of $K$, this check runs with 100 digits. After 55 doublings the time is $32\tau_0$. The linear solution only sets the time unit; no linear system is solved in the propagation.

Both routes give $\tau_0=4.0375\times10^3$ s. They differ by a relative $1.3\times10^{-14}$, the size of the missing tail, $e^{-32}$. The survival at $t=\tau_0$ is 0.3679, equal to $e^{-1}$ to the digits shown, and the standard deviation equals the mean within the printed six decimals. Breaking is thus very nearly a memoryless process here.

Random trajectories are affordable in an artificially fast case: 1000 MA/cm$^2$ and $k_BT_c=0.6$ eV, with the other inputs unchanged. The linear system predicts 6.85 ns and 359 jumps. A sample of 4000 trajectories gives $6.74\pm0.10$ ns and 353 jumps.

## How the bond breaks in this model

Starting in level 9, about half way up the ladder, shortens the mean time by only a fraction $4\times10^{-5}$: the bond almost always relaxes to the ground level first. From level 18 the mean time is 880 s, or $0.22\,\tau_0$, so roughly 78% of such starts escape before reaching the ground level. The top level is the most frequent exit, with a share of 31%, while levels below 9 supply 8%.

A ladder with single steps and escape from the top alone is a useful second case. Let $T_n$ be the mean time to get from $n$ to $n+1$ for the first time, with upward rate $u_n$ and downward rate $d_n$. After a fall, the bond must regain level $n$ and then still climb:

$$T_n=\frac1{u_n+d_n}+\frac{d_n}{u_n+d_n}\left(T_{n-1}+T_n\right)\;\Rightarrow\;T_n=\frac1{u_n}+\frac{d_n}{u_n}T_{n-1},$$

with $d_0=0$, $u_{18}=k_{18}$ and $\tau_0=\sum_nT_n$. The elimination reproduces this sum within a relative $10^{-11}$. The result is $1.4\times10^6$ s, about 340 times the full answer. Jumps over several levels and escape from lower levels, taken together, therefore cannot be dropped.

At fixed carrier temperature the breaking rate grows locally as the current to the power 7.9. Halving $T_1$ at fixed current lengthens the time 70-fold. The two responses are linked: multiplying all rates by a factor divides all times by it, so

$$\tau_0(T_1/2,J)=\tfrac12\,\tau_0(T_1,J/2).$$

Halving the current would thus lengthen the time 140-fold, an average exponent of $\log_2140\approx7.1$ over that interval.

## Beside a real transistor

The inputs describe, roughly, the drain end of a silicon channel. A stretching quantum near 0.26 eV and a bond energy near 2.5 eV are rough typical values. A lifetime of order 1 ns is known from hydrogen-covered silicon surfaces; at a buried oxide interface it may differ. In a layer 2 nm thick, the current density corresponds to 0.4 mA per µm of width, a plausible on-current. The cross section and the carrier temperature are model inputs. The mean time of $4.0\times10^3$ s, about 1.1 hours, refers to one bond under uninterrupted stress. It is far shorter than the years expected of a product and is not a device lifetime.

Besides the cross section and the carrier temperature, the coupling and the relaxation are uncertain. Changing one at a time, a coupling proportional to $1-e^{-ax}$, which levels off at large distance, multiplies the time by 0.024. A lattice rate proportional to the gap multiplies it by 0.086, and halving $T_1$ by 70. A lattice rate that grows as the gap shrinks, as expected for multiphonon decay, acts the opposite way and lengthens the time. These changes alone span about $10^2$ to $3\times10^5$ s, so not even the order of magnitude of the breaking time is fixed by the model.

The following changes matter less. A well shallower by 0.1 eV at fixed $a$, as disorder may produce, gives a factor 0.41. A lattice at 400 K with $T_1$ held fixed gives 0.53, but this is not the temperature dependence of a real bond. $T_1$ shortens on heating, and by the scaling relation above the time varies locally as about $T_1^{-6.9}$, so a $T_1$ shorter by 10% already cancels the factor 0.53 and a larger drop reverses its sign. Real carriers do not follow a Boltzmann law to arbitrary energy; a cutoff at 1.5 eV lengthens the time by 7%. The effect is small only for so high a cutoff: at 1 eV or below, the range set by a supply near or under 1 V, it grows from tens of percent to several-fold. Pauli blocking lengthens the time by 11%. An oxide field of 5 MV/cm acting on an assumed dipole change of 0.2 $e$Å can make the well 0.01 eV shallower, which shortens the time by 8%. Recapture of escaping hydrogen is neglected. The time a thermal atom needs to cross 1 Å, times the downward rate of the top level, gives 0.2%, but this is only a crude guide: slower atoms stay near the bond longer, and the true share can be an order of magnitude larger, a few percent.

Bending modes, electronic excitation of the bond and the true escape path in several dimensions are left out, and their effect is not estimated here. They would change the levels and rates. The elimination would still apply as long as the motion is a Markov process among a finite number of states, with constant rates, and escape is reachable from every state. The full numerical output follows.

## Calculated quantities

```
well depth 2.6 eV, range parameter 1.8 1/angstrom
lattice 300 K, T1 1.0e-09 s
current density 20 MA/cm2, carrier kT 0.2 eV
carrier cross section 2.0e-18 cm2
harmonic quantum 0.2690 eV, 0-1 gap 0.2551 eV
bound levels 19, escape energy from ground 2.4672 eV
top level below continuum by 0.00478 eV
carrier-induced 1->0 rate 2.4966e+08 1/s
total rates 0->1 6.9776e+07, 1->0 1.2497e+09 1/s
escape rates: ground 4.840e-09, top 7.022e+10 1/s
MEAN BREAKING TIME, linear system 4.037501e+03 s
same, direct propagation 4.037501e+03 s
relative difference 1.3e-14
time doublings used 55
mean time from middle level 9: 4.037335e+03 s
mean time from top level 18: 8.795809e+02 s
survival at 0.125 mean times 0.882497
survival at 1 mean times 0.367879
survival at 2 mean times 0.135335
standard deviation / mean 1.000000
expected jumps per trajectory 6.086e+11
residence ratio level 1 / level 0 0.05602
most frequent exit level 18, share 0.3099
exit share of levels below 9: 8.206e-02
mean exit level 14.81
single-step ladder, top exit only: 1.3639e+06 s
breaking rate ~ current to the power 7.916
ordinary solver relative error 5.5e-05
no carriers: mean time 8.6512e+30 s
no carriers: ordinary solver gives -3.664e+11 s
box enlargement changes time by fraction 2.6e-07
accelerated: 1000 MA/cm2, carrier kT 0.6 eV
accelerated: linear system 6.8452e-09 s
accelerated: 4000 trajectories 6.7437e-09 s
accelerated: standard error 1.0e-10 s
accelerated: jumps predicted 358.9
accelerated: jumps sampled 353.4
sheet density 2.50e+12 1/cm2, filling 0.079
field 5 MV/cm, dipole change 0.2 e angstrom
resulting well shift 0.010 eV
mean time relative to main result, one change at a time:
  saturating coupling: 0.02444
  lattice spectrum prop. to gap: 0.08649
  carrier cutoff 1.5 eV: 1.069
  carrier degeneracy: 1.111
  well shallower by 0.1 eV: 0.4133
  oxide field shift: 0.9163
  lattice at 400 K: 0.5318
  T1 halved: 70.08
estimated recapture probability 1.9e-03
largest level broadening 7.5e-05 eV
smallest level gap 0.0185 eV
```
